# Radius of gyration of a freely jointed polymer chain

## From a single step to the long chain

Take two equal point masses joined by a rigid, massless rod of length \(b\). The centre of mass lies halfway along the rod, so each mass is a distance \(b/2\) from it, and the mean squared distance of the masses from their centre is \(b^2/4\). This quantity is the squared radius of gyration, \(R_g^2\). The rod may point anywhere in space without changing it.

Now add a second rod and a third mass. Let the steps be the vectors \(\mathbf u_1\) and \(\mathbf u_2\), both of length \(b\), and let the angle between them be \(\theta\). With the first mass at the origin, the masses lie at \(0\), \(\mathbf u_1\) and \(\mathbf u_1+\mathbf u_2\), and their centre is at \((2\mathbf u_1+\mathbf u_2)/3\). Measured from the centre, the three positions are

\[
-\frac{2\mathbf u_1+\mathbf u_2}{3},\qquad
\frac{\mathbf u_1-\mathbf u_2}{3},\qquad
\frac{\mathbf u_1+2\mathbf u_2}{3}.
\]

Since \(\mathbf u_1\cdot\mathbf u_2=b^2\cos\theta\), their squared lengths are \(b^2/9\) times \(5+4\cos\theta\), \(2-2\cos\theta\) and \(5+4\cos\theta\). The sum of these three numbers is \(12+6\cos\theta\). Dividing by the number of masses gives

\[
R_g^2=\frac{b^2}{9}\,(4+2\cos\theta).
\]

The size now depends on the shape. A straight chain has \(R_g^2=2b^2/3\), and a chain folded back on itself has \(2b^2/9\). If the joint is free, all directions of the second rod are equally likely. The weight of the angle \(\theta\) is then \(\tfrac12\sin\theta\,d\theta\), and

\[
\langle\cos\theta\rangle=\frac12\int_0^\pi\cos\theta\,\sin\theta\,d\theta=0 .
\]

The angle brackets denote an average over shapes. The result for two steps is \(\langle R_g^2\rangle=4b^2/9\). What made the average simple was the disappearance of the scalar product of two different steps, and the same thing happens in a chain of any length.

Consider then \(N\) steps \(\mathbf u_1,\dots,\mathbf u_N\) of fixed length \(b\), whose directions are independent and isotropic. This is the freely jointed chain. It has \(N+1\) equal point masses, at the joints and at the two ends, with positions \(\mathbf R_0,\dots,\mathbf R_N\), where \(\mathbf R_i-\mathbf R_{i-1}=\mathbf u_i\). Steps may cross, and two masses may occupy the same place. The definition of the radius of gyration is

\[
R_g^2=\frac1{N+1}\sum_{i=0}^{N}|\mathbf R_i-\mathbf R_{\rm cm}|^2,
\qquad
\mathbf R_{\rm cm}=\frac1{N+1}\sum_{i=0}^{N}\mathbf R_i .
\]

The centre of mass depends on every step, which makes this form awkward to average. It can be removed. Write \(\mathbf r_i=\mathbf R_i-\mathbf R_{\rm cm}\), so that \(\sum_i\mathbf r_i=0\), and add the squared distances of all ordered pairs:

\[
\sum_{i,j}|\mathbf R_i-\mathbf R_j|^2
=\sum_{i,j}\left(r_i^2+r_j^2-2\,\mathbf r_i\cdot\mathbf r_j\right)
=2(N+1)\sum_i r_i^2-2\Big|\sum_i\mathbf r_i\Big|^2 .
\]

In the first two terms the idle index contributes a factor \(N+1\). The last term is zero, and \(\sum_i r_i^2=(N+1)R_g^2\) by definition, so the right-hand side equals \(2(N+1)^2R_g^2\). The left-hand side counts each pair twice. Counting each pair once cancels the factor 2:

\[
R_g^2=\frac1{(N+1)^2}\sum_{i<j}|\mathbf R_i-\mathbf R_j|^2 .
\]

This holds for every single shape, before any average. The radius of gyration is thus a measure of the distances between the masses, and no origin is needed.

For \(i<j\), the vector from mass \(i\) to mass \(j\) is the sum of the \(j-i\) steps between them. Its mean square is

\[
\langle|\mathbf R_j-\mathbf R_i|^2\rangle
=\sum_{m=i+1}^{j}\ \sum_{n=i+1}^{j}\langle\mathbf u_m\cdot\mathbf u_n\rangle .
\]

When \(m=n\), the term is \(b^2\). When \(m\neq n\), independence lets the average of the product be split into \(\langle\mathbf u_m\rangle\cdot\langle\mathbf u_n\rangle\), and each factor vanishes because opposite directions are equally likely. The \(j-i\) diagonal terms remain:

\[
\langle|\mathbf R_j-\mathbf R_i|^2\rangle=(j-i)\,b^2 .
\]

The mean squared distance grows in proportion to the number of steps, as in any random walk whose steps are uncorrelated, have zero mean and share the same mean square. For the two ends of the chain it is \(Nb^2\).

The average now requires a count. Pairs separated by \(k\) steps start at \(i=0,1,\dots,N-k\), so there are \(N+1-k\) of them. Hence

\[
\langle R_g^2\rangle=\frac{b^2}{(N+1)^2}\,S,\qquad
S=\sum_{k=1}^{N}k\,(N+1-k)=(N+1)\sum_{k=1}^{N}k-\sum_{k=1}^{N}k^2 .
\]

The first sum is \(N(N+1)/2\), as one sees by adding it to itself in reverse order. For the second, sum the identity \((k+1)^3-k^3=3k^2+3k+1\) from \(k=1\) to \(N\). On the left all intermediate cubes cancel, which leaves

\[
(N+1)^3-1=3\sum_{k=1}^{N}k^2+\frac{3N(N+1)}2+N .
\]

Moving the last two terms to the left and taking out a factor \(N+1\) gives

\[
3\sum_{k=1}^{N}k^2=(N+1)\left[(N+1)^2-1-\frac{3N}{2}\right]
=(N+1)\,N\left(N+\frac12\right),
\]

so that \(\sum k^2=N(N+1)(2N+1)/6\). Therefore

\[
S=\frac{N(N+1)}6\,\big[3(N+1)-(2N+1)\big]=\frac{N(N+1)(N+2)}6 .
\]

One factor \(N+1\) cancels against the prefactor, and the mean squared radius of gyration is

\[
\boxed{\;\langle R_g^2\rangle=\frac{b^2}{6}\,\frac{N(N+2)}{N+1}\;}
\]

For \(N=1\) this is \(b^2/4\), and for \(N=2\) it is \(4b^2/9\), as found directly above. Divided by \(Nb^2/6\), it becomes

\[
\frac{\langle R_g^2\rangle}{Nb^2/6}=\frac{N+2}{N+1}=1+\frac1{N+1}\ \longrightarrow\ 1
\qquad(N\to\infty).
\]

The familiar expression \(Nb^2/6\) is therefore the leading term for a long chain. It is too small at every finite \(N\), by \(b^2N/[6(N+1)]\). This difference does not vanish for long chains but tends to \(b^2/6\); it becomes unimportant because the leading term grows. The ratio is 1.5 for one step, 1.0625 for 15 steps and 1.0007 for 1460 steps.

The number 6 has a simple origin. In a long chain, the fraction \(x=k/N\) that separates two randomly chosen masses is distributed with density \(2(1-x)\), because short separations can be placed along the chain in more ways. Its mean is

\[
\int_0^1x\,2(1-x)\,dx=1-\frac23=\frac13 .
\]

Two random masses are thus on average \(N/3\) steps apart, and their mean squared distance is \(Nb^2/3\). The pair form says that \(R_g^2\) is half of the mean squared distance over all ordered pairs, which supplies the remaining factor of one half. The ratio of the mean squared end-to-end distance to \(\langle R_g^2\rangle\) is \(6(N+1)/(N+2)\), which reaches 6 in the same limit.

A second route shows which steps matter most. Step \(m\) divides the chain into \(m\) masses before it and \(N+1-m\) masses after it. With \(\mathbf R_0\) at the origin, \(\mathbf u_m\) occurs with coefficient 1 in the positions after it and 0 in those before it. In the centre of mass its coefficient is \((N+1-m)/(N+1)\). Relative to the centre, the coefficient is therefore \(m/(N+1)\) for each later mass and \(-(N+1-m)/(N+1)\) for each earlier one. Different steps do not mix on average, so step \(m\) contributes to \(\langle R_g^2\rangle\) the amount

\[
\frac{b^2}{N+1}\,\frac{(N+1-m)\,m^2+m\,(N+1-m)^2}{(N+1)^2}
=b^2\,\frac{m\,(N+1-m)}{(N+1)^2},
\]

where the numerator was simplified by taking out \(m(N+1-m)\) and using \(m+(N+1-m)=N+1\). Summing over \(m\) gives \(b^2S/(N+1)^2\) again. A step in the middle of a long chain contributes about \(b^2/4\), since it displaces one half of the mass against the other. A step at the end moves a single mass and contributes about \(b^2/N\).

The derivation used a fixed mean squared step length and the absence of correlation between steps. It did not need the directions to be continuous. Walks on a cubic lattice, in which each step takes one of six directions with equal probability, must therefore obey the same formula. For seven steps it gives \(7\cdot9/(6\cdot8)=1.3125\) in units of \(b^2\), and complete enumeration of these walks gives 1.31250. Sampling of chains with continuous directions tests the vanishing of the cross terms as well: 100,000 chains of 15 steps gave \(2.654\pm0.004\), where the formula gives 2.656.

The position of the mass is a convention, and it affects short chains. Suppose that the mass is spread evenly along the rods. The sum over masses becomes an integral along the chain, and \(R_g^2\) is still half of the mean squared distance over all ordered pairs of mass elements. Let \(x\) and \(y\) be independent and uniform between 0 and 1. Two elements on the same rod have the mean squared distance

\[
b^2\langle(x-y)^2\rangle=b^2\left(\frac13+\frac13-2\cdot\frac12\cdot\frac12\right)=\frac{b^2}6 .
\]

Two elements on rods \(i<j\) are joined by a part \(1-x\) of the first rod, \(j-i-1\) whole rods and a part \(y\) of the last. The cross terms vanish, and the mean squared distance is \(b^2(\tfrac13+j-i-1+\tfrac13)=b^2(j-i-\tfrac13)\). There are \(N\) cases of the same rod and \(N(N-1)/2\) pairs of different rods. The sum of \(j-i\) over these pairs is \(S\) with \(N\) replaced by \(N-1\), that is \((N-1)N(N+1)/6\). Thus

\[
\langle R_g^2\rangle_{\rm rods}
=\frac{b^2}{2N^2}\left[\frac N6+\frac{N(N^2-1)}3-\frac{N(N-1)}3\right]
=b^2\left[\frac N6-\frac16+\frac1{12N}\right].
\]

The second and third terms in the first bracket combine to \(N^2(N-1)/3\), which gives the final form. One rod has \(b^2/12\), as a uniform rod should. The correction to \(Nb^2/6\) now has the opposite sign, but the leading term is the same. The large-\(N\) law does not depend on where within a step the mass sits, whereas the first correction does.

## A resist chain, its fragments and the limits of the model

The chain has \(N\) independent steps of length \(b\), and \(\langle R_g^2\rangle\) is its squared radius of gyration averaged over shapes. For equal masses at the joints and ends it equals \(b^2N(N+2)/[6(N+1)]\), and for mass spread along the rods it equals \(b^2[N/6-1/6+1/(12N)]\). Both tend to \(Nb^2/6\). For any shape, \(R_g^2\) is half of the mean squared distance over all ordered pairs of mass elements. Below, \(R_g\) written as a length means \(\sqrt{\langle R_g^2\rangle}\).

In a real polymer the bonds of the backbone are not freely jointed. A step of the model stands for a group of several bonds. Its length is chosen so that the model has the contour length and the mean squared end-to-end distance of a long real chain. Such a step is called a Kuhn segment. Take \(b=1.7\) nm and a molar mass of 0.65 kg/mol per step. These are rough, round values in the regime of poly(methyl methacrylate), PMMA, which serves as an electron-beam resist. A chain of \(N=1460\) steps then has a molar mass of \(1460\times0.65=949\) kg/mol. Its contour length is \(1460\times1.7=2482\) nm, its root-mean-square end-to-end distance is \(1.7\sqrt{1460}=65.0\) nm, and

\[
\frac{Nb^2}{6}=\frac{1460\times(1.7\ \text{nm})^2}{6}=703.2\ \text{nm}^2,
\qquad R_g=26.5\ \text{nm}.
\]

The formula for finite \(N\) gives 703.7 nm², which is the same radius to this accuracy. The root-mean-square end-to-end distance is smaller than the length of the stretched chain by a factor \(\sqrt{1460}\), or about 38.

Exposure cuts the chains, and the developer dissolves the shorter pieces more readily. A fragment of 15 steps has a molar mass of 9.75 kg/mol. The limiting law gives \(15\times2.89/6=7.225\) nm², or \(R_g=2.69\) nm. With masses at the joints the result is 7.677 nm², or 2.77 nm, and with mass along the rods it is 2.60 nm. The limiting law lies between the two conventions. Their difference shows that a freely jointed model of so short a chain does not fix its size to better than several per cent.

The averages also conceal a wide variation. In a sample of 1500 chains with \(N=1460\), the standard deviation of \(R_g^2\) was 0.52 of its mean. The value 26.5 nm characterizes the population, and an individual coil may be considerably smaller or larger.

Bending stiffness can be examined by replacing the free joints with a smoothly bending line, the wormlike chain. Measure lengths in units of \(b\), and let \(\ell\) be the contour length. The unit tangents at two points a distance \(u\) apart along the line have the mean scalar product \(e^{-2u}\). The vector between two points separated by a contour length \(s\) is the integral of the tangent. Its mean square is a double integral of \(e^{-2u}\), in which the separation \(u\) occurs with weight \(2(s-u)\):

\[
\langle R^2(s)\rangle=2\int_0^s(s-u)\,e^{-2u}\,du=s-\frac12\left(1-e^{-2s}\right).
\]

The integral follows by parts: the boundary term is \(s/2\), and the remaining integral is \(-\tfrac12\int_0^se^{-2u}du=-\tfrac14(1-e^{-2s})\). For large \(s\) the mean square grows as \(s\), so the decay rate 2 is the one that matches the freely jointed chain. Two random points on the line have separation \(s\) with density \(2(\ell-s)/\ell^2\). Taking half of the mean squared distance gives

\[
\frac{\langle R_g^2\rangle}{b^2}=\frac1{\ell^2}\int_0^\ell(\ell-s)\left[s-\frac12+\frac12e^{-2s}\right]ds
=\frac\ell6-\frac14+\frac1{4\ell}-\frac{1-e^{-2\ell}}{8\ell^2}.
\]

The three parts of the bracket contribute \(\ell^3/6\), \(-\ell^2/4\) and \(\tfrac12[\ell/2-(1-e^{-2\ell})/4]\) before division by \(\ell^2\); the last uses the integral just found. The leading term is again one sixth of the length. For the fragment, \(\ell=15\) and \(R_g=2.56\) nm, which is 7.6 % below the value for masses at the joints. Most of this difference comes from the placement of the mass, since the wormlike chain carries its mass along the line. Compared with the 2.60 nm of the evenly loaded rods, it is smaller by less than 2 %. The exponential decay of the tangent correlation is a generic choice and has not been fitted to PMMA, so these figures indicate the size of a stiffness correction but do not fix its value or its sign for that polymer.

A larger effect is the spread of fragment lengths. Suppose that a very long chain is cut at random, each joint with probability \(1/\mu\). The number of steps \(N\) in a fragment then has mean \(\mu\). After the first step, the fragment ends with probability \(1/\mu\) or continues as if it were new. Hence \(N\) has the same distribution as \(1+BN'\), where \(N'\) is an independent copy of \(N\), and \(B\) is 1 with probability \(1-1/\mu\) and 0 otherwise. Squaring and cubing, with \(B^2=B^3=B\), gives

\[
\langle N^2\rangle=1+\left(1-\frac1\mu\right)\left(2\mu+\langle N^2\rangle\right),
\qquad
\langle N^3\rangle=1+\left(1-\frac1\mu\right)\left(3\mu+3\langle N^2\rangle+\langle N^3\rangle\right).
\]

Solving the first equation and then the second yields

\[
\langle N^2\rangle=2\mu^2-\mu,\qquad \langle N^3\rangle=6\mu^3-6\mu^2+\mu .
\]

Which average matters depends on the measurement. In scattering at a small wave vector \(\mathbf q\), a dilute chain of \(n\) equal scatterers contributes the intensity

\[
\Big\langle\sum_{i,j}e^{i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)}\Big\rangle
\simeq n^2-\frac{q^2}{6}\sum_{i,j}\langle|\mathbf R_i-\mathbf R_j|^2\rangle
=n^2\left(1-\frac{q^2\langle R_g^2\rangle}{3}\right).
\]

The linear term of the expansion cancels between the pairs \(ij\) and \(ji\). The quadratic term is \(-\tfrac12(\mathbf q\cdot\mathbf R_{ij})^2\), with \(\mathbf R_{ij}=\mathbf R_i-\mathbf R_j\), and averaging over directions replaces \((\mathbf q\cdot\mathbf R_{ij})^2\) by \(q^2R_{ij}^2/3\). The pair sum is \(2n^2\langle R_g^2\rangle\). In a mixture, each fragment's \(\langle R_g^2\rangle\) is thus weighted by the square of its mass, here taken as proportional to \(N\). This is the z-average. To leading order it replaces \(N\) in the limiting law by \(\langle N^3\rangle/\langle N^2\rangle\), which tends to \(3\mu\) for large \(\mu\). For \(\mu=15\) the ratio is \(18915/435=43.5\). With the finite-\(N\) formula for every fragment, the z-average radius is 4.63 nm, or 1.67 times the radius at the mean length. The last digit depends on the convention, because the weight \(N^2\) has been combined here with the formula for \(N+1\) masses. With the weight \((N+1)^2\) the factor is 1.65, and with evenly loaded rods it is 1.74. The factor refers to the number-mean length \(\mu\); against the mass-weighted mean length \(\langle N^2\rangle/\langle N\rangle=29\) it is about 1.2. The few long fragments dominate the measurement.

The intact chain meets a different limitation. Its coil is about 53 nm across if twice \(R_g\) is taken as the width, and a resist film may be only 100 nm thick. To estimate the effect of the surfaces, let them reflect the walk. The coordinate \(z\) perpendicular to a film of thickness \(h\) is then obtained from a free walk \(w\) by folding it back at \(0\) and \(h\). The two coordinates parallel to the film are unchanged. The folded coordinate is an even function of \(w\) with period \(2h\), and its cosine series is

\[
z=\frac h2-\frac{4h}{\pi^2}\sum_{k\ \rm odd}\frac1{k^2}\cos\frac{k\pi w}{h}.
\]

Here the coefficient is \((2/h)\int_0^hz\cos(k\pi z/h)\,dz=2h[(-1)^k-1]/(k\pi)^2\), which vanishes for even \(k\).

Let the chain start with equal probability at any depth. Because the steps are symmetric and the folding is even, \(w\) may be taken as uniform over a whole period. Cosines with different \(k\) are then uncorrelated. If \(\Delta\) is the displacement of \(w\) between two points of the chain, the average over \(w\) of \(\cos(k\pi w/h)\cos[k\pi(w+\Delta)/h]\) is \(\tfrac12\cos(k\pi\Delta/h)\).

One step has a perpendicular mean square of \(b^2/3\). For many small steps \(\Delta\) is nearly Gaussian, with variance \(|s-t|b^2/3\) between step numbers \(s\) and \(t\). A Gaussian variable of variance \(\sigma^2\) has \(\langle\cos a\Delta\rangle=e^{-a^2\sigma^2/2}\). The covariance of the two depths is therefore

\[
C(|s-t|)=\frac{8h^2}{\pi^4}\sum_{k\ \rm odd}\frac1{k^4}\,
\exp\left(-\frac{k^2\pi^2b^2}{6h^2}|s-t|\right).
\]

Half of the mean squared difference in depth is \(C(0)-C(|s-t|)\). Averaging over pairs, with density \(2(1-y)\) for the separation \(y=|s-t|/N\), gives the perpendicular part of the squared radius of gyration:

\[
\langle R_{g,\perp}^2\rangle=\frac{8h^2}{\pi^4}\sum_{k\ \rm odd}\frac{1-D(x_k)}{k^4},
\qquad x_k=\frac{k^2\pi^2Nb^2}{6h^2},
\]

\[
D(x)=2\int_0^1(1-y)\,e^{-xy}\,dy=\frac{2\,(e^{-x}-1+x)}{x^2}.
\]

For a coil much larger than the film thickness, \(D\) tends to zero and the result tends to \(C(0)=h^2/12\), the variance of a uniform depth. In the example \(x_1=\pi^2\times703.2/10^4=0.694\), and the sum is 170.3 nm². A free chain has one third of the total, \(703.2/3=234.4\) nm². Sampling 4000 folded walks gave \(172.1\pm2.4\) nm², in agreement with the series. The total in the film is \(2\times234.4+170.3=639.1\) nm², so \(R_g=25.3\) nm. At this thickness the walls flatten the coil appreciably, but they lower its overall radius by only 4.7 %. The effect grows in thinner films: the same series gives 9 % at 50 nm and 13 % at 30 nm. Reflection is an assumption meant for a chain in a dense film; walls that discard every shape touching them give 5.5 % at 100 nm and 13 % at 50 nm.

The model also lets segments overlap. In a dense film this is less serious than it appears, because a coil is filled mostly by other chains. With a rough density of 1.2 g/cm³, a sphere of radius \(R_g\) holds the mass of about 60 chains of this length. A segment that moves away from its own chain meets foreign segments instead, so a coil gains little by swelling. This screening is the assumption that justifies uncorrelated steps in the film.

An isolated chain in a good solvent has no such surroundings. Self-avoiding lattice walks of seven steps have \(\langle R_g^2\rangle=1.82\,b^2\), against \(1.31\,b^2\) without the restriction. For so short a walk most of this gain comes from the ban on stepping straight back, which alone gives \(1.71\,b^2\). That part is local stiffness; the swelling proper builds up only over longer chains. For long chains in a good solvent, the accepted size exponent is about 0.588 instead of 0.5. If the prefactor is unchanged, which is an assumption, \(R_g\) is increased by a factor \(N^{0.088}\). This gives 1.9 for the intact chain and 1.3 for the fragment. These are scaling estimates for steps that repel one another strongly. With weaker repulsion, as in a poorer solvent, the coils swell less, and a short fragment may hardly swell at all. For long chains in a good solvent the law itself fails, since the missing factor grows with \(N\).

For a real PMMA resist, the step length and the mass per step are uncertain, but they are linked. The chemical structure of the backbone fixes the mass per unit of contour length, so the mass per step is proportional to \(b\), and a chain of given molar mass has a given contour length \(L=Nb\). The limiting law then reads \(R_g^2=Lb/6\), so a 10 % change in \(b\) moves \(R_g\) by about 5 %. That is comparable with the effect of the walls in a 100 nm film. A real resist also contains a spread of chain lengths. For the fragments, the random-cutting model puts the effect at a factor of about 1.7 in the radius seen by scattering, relative to the radius at the number-mean length, far more than stiffness or the finite-\(N\) correction. Finally, spin coating can dry a film before its chains have relaxed. Their shapes then need not follow equilibrium statistics, and the size of that departure is not estimated here. The values behind these comparisons are collected in the numerical output.

## Values computed for the example and the checks

```
TESTS (b = 1)
N = 1: exact <Rg^2> / (N/6) = 1.50000
N = 2: exact <Rg^2> / (N/6) = 1.33333
N = 15: exact <Rg^2> / (N/6) = 1.06250
N = 150: exact <Rg^2> / (N/6) = 1.00662
N = 1460: exact <Rg^2> / (N/6) = 1.00068
N = 15 sampled <Rg^2> = 2.6540 +- 0.0039
N = 15 exact formula = 2.6562
N = 1460 sampled <Rg^2> = 241.2 +- 3.2
N = 1460 exact formula = 243.5
N = 1460 sampled relative spread of Rg^2 = 0.52
7-step lattice walks, free: <Rg^2> = 1.31250
7-step lattice walks, self-avoiding: <Rg^2> = 1.82433
EXAMPLE INPUTS
step length b = 1.7 nm
molar mass per step = 0.65 kg/mol
density = 1.2 g/cm^3; film thickness = 100 nm
INTACT CHAIN
N = 1460; molar mass = 949 kg/mol
contour length N b = 2482 nm
rms end-to-end distance = 64.96 nm
N b^2/6 = 703.23 nm^2
exact <Rg^2> = 703.71 nm^2
Rg from limit = 26.519 nm; exact = 26.528 nm
FRAGMENT
N = 15; molar mass = 9.75 kg/mol
N b^2/6 = 7.225 nm^2
exact <Rg^2> = 7.677 nm^2
Rg from limit = 2.688 nm; exact = 2.771 nm
Rg with mass along rods = 2.600 nm
NEGLECTED EFFECTS
chains per coil volume in film = 60
perpendicular <Rg^2>, free = 234.4 nm^2
perpendicular <Rg^2>, film = 170.3 nm^2
same, sampled = 172.1 +- 2.4 nm^2
Rg in film = 25.28 nm
Rg change by walls = -4.7 %
fragment Rg, wormlike chain = 2.559 nm
change from bead chain = -7.6 %
fragment Rg, z-average over lengths = 4.63 nm
ratio to Rg at mean length = 1.67
good-solvent size exponent (input) = 0.588
swelling estimate, intact = 1.90
swelling estimate, fragment = 1.27
```
